\section*{Why MP2 barriers become unreliable as the orbital gap shrinks}

\section{The two energies}

\textbf{Q:} I want the barrier for breaking a bond in a volatile precursor. At the saddle the bond is half broken and the orbital gap is much smaller than in the reactant. I am told not to trust MP2 there. What goes wrong?

\textbf{A:} Consider the breaking bond alone: two electrons, a bonding orbital $g$ and an antibonding orbital $u$. Both are real and they have different symmetry, as in a bond between two equivalent fragments. In a polar bond the configuration with one electron in each orbital can also mix in, and the two-configuration formulas below are then incomplete. The other electrons are left out, so when I say ``exact'' I mean exact within this two-orbital space.

The restricted Hartree--Fock (RHF) determinant puts both electrons in $g$. Call this configuration $gg$, and call the one with both electrons in $u$ $uu$. With one-electron energies $h_g,h_u$, Coulomb integrals $J_{pq}=(pp|qq)$ and the exchange integral $K=(gu|gu)>0$,
\begin{align}
E_{gg}&=2h_g+J_{gg}, & E_{uu}&=2h_u+J_{uu},\\
\langle gg|H|uu\rangle&=K, & D&\equiv E_{uu}-E_{gg}.
\end{align}
A configuration with one electron in each orbital has a different spatial symmetry from $gg$, so it cannot mix in. The exact problem is therefore a $2\times2$ matrix. Measured from the RHF energy, its lower eigenvalue is the correlation energy $E_c$:
\begin{equation}
\det\begin{pmatrix}-E_c&K\\K&D-E_c\end{pmatrix}=0
\quad\Rightarrow\quad E_c(E_c-D)=K^2 .
\label{secular}
\end{equation}
The lower root of this quadratic is
\begin{equation}
E_c=\frac D2-\sqrt{\frac{D^2}{4}+K^2}.
\label{exact}
\end{equation}

\textbf{Q:} And MP2 approximates that root?

\textbf{A:} Yes, by second-order perturbation theory with the sum of Fock operators as the starting Hamiltonian. The orbital energies are
\begin{equation}
\epsilon_g=h_g+J_{gg},\qquad \epsilon_u=h_u+2J_{gu}-K .
\end{equation}
An electron in $g$ feels the one other electron there. The empty orbital $u$ is evaluated in the field of both. Write $\Delta=\epsilon_u-\epsilon_g$ for the gap. The zeroth-order energies of $gg$ and $uu$ are $2\epsilon_g$ and $2\epsilon_u$, and $uu$ is the one configuration coupled to $gg$, so
\begin{equation}
E_2=\frac{K^2}{2\epsilon_g-2\epsilon_u}=-\frac{K^2}{2\Delta}.
\label{mp2}
\end{equation}
If $\Delta\to0$ while $K$ stays finite, $E_2\to-\infty$. Equation~\eqref{exact} stays finite for any finite $D$ and $K$.

\section{What the denominator leaves out}

\textbf{Q:} Both formulas describe the same mixing. What protects the exact one?

\textbf{A:} Since $E_c$ is negative, write $E_c=-|E_c|$ and divide \eqref{secular} by $E_c-D$:
\begin{equation}
E_c=\frac{K^2}{E_c-D}=-\frac{K^2}{D+|E_c|}.
\label{selfcons}
\end{equation}
The correlation energy appears in its own denominator. As $gg$ is pushed down by the mixing, it moves away from $uu$, and this limits further mixing. For $D\ge0$, the inequality $\sqrt{a^2+b^2}\le a+b$ with $a=D/2$, $b=K$ gives $|E_c|\le K$.

The wavefunction shows the same limit. Let the exact state be $gg+c\,uu$ before normalization. The first row of the eigenvalue equation reads $Kc=E_c$, so $|c|=|E_c|/K\le1$ for $D\ge 0$. The weight of $uu$, $c^2/(1+c^2)$, then cannot exceed one half. First-order perturbation theory has instead $c_1=-K/(2\Delta)$, which has no upper limit.

\textbf{Q:} So MP2 merely forgets $|E_c|$ in the denominator?

\textbf{A:} It misses a second term too: twice the orbital gap is not the energy needed to move both electrons. From the definitions,
\begin{align}
D&=2(h_u-h_g)+J_{uu}-J_{gg},\\
2\Delta&=2(h_u-h_g)+4J_{gu}-2K-2J_{gg},\\
W\equiv D-2\Delta&=J_{gg}+J_{uu}-4J_{gu}+2K .
\end{align}
Subtracting \eqref{selfcons} from \eqref{mp2} and using $D-2\Delta=W$ gives
\begin{align}
E_2-E_c&=-K^2\left[\frac1{2\Delta}-\frac1{D+|E_c|}\right]\nonumber\\
&=-\frac{K^2\,(W+|E_c|)}{2\Delta\,(D+|E_c|)} .
\label{error}
\end{align}
Dividing by $E_c=-K^2/(D+|E_c|)$ turns this into a relative error:
\begin{equation}
\frac{E_2-E_c}{E_c}=\frac{W+|E_c|}{2\Delta}.
\label{relative}
\end{equation}
For a positive gap, the sign of $W+|E_c|$ decides the direction. If it is positive, MP2 gives too much correlation; if negative, too little. A barrier contains the difference of two such errors,
\begin{equation}
\delta B=(E_2-E_c)_{\rm saddle}-(E_2-E_c)_{\rm reactant},
\end{equation}
so a large error is harmless if it is the same at both points. A gap that shrinks on the way to the saddle can spoil that cancellation.

\section{A bond whose gap closes}

\textbf{Q:} Can you put numbers on this?

\textbf{A:} Let me use a model with round parameters. Two sites $a$ and $b$ carry one orthogonal orbital each, with $g=(a+b)/\sqrt2$ and $u=(a-b)/\sqrt2$. Electrons hop between the sites with matrix element $-t$, where $t>0$. They repel by $U$ on the same site and by $V$ on different sites. I neglect repulsion integrals containing the product $ab$. The densities $g^2$ and $u^2$ then both act as $(a^2+b^2)/2$, while $gu=(a^2-b^2)/2$. Hence
\begin{align}
J_{gg}=J_{uu}=J_{gu}&=\tfrac14(2U+2V)=\tfrac12(U+V),\\
K&=\tfrac14(2U-2V)=\tfrac12(U-V).
\end{align}
Each site also has a core of unit positive charge. An electron is attracted by the other core with energy $-V$, the cores repel by $+V$, and the energy of an electron on its own site is set to zero. So $h_g=-V-t$ and $h_u=-V+t$, which gives
\begin{align}
\Delta&=2t+J-K=2t+V,\\
D&=4t,\qquad W=-2J+2K=-2V,\\
E_{\rm RHF}&=2(-V-t)+\tfrac12(U+V)+V=K-2t,
\end{align}
where $J$ is the common Coulomb integral. Separated neutral fragments have zero energy. Adding \eqref{exact} gives
\begin{equation}
E_{\rm exact}=K-2t+2t-\sqrt{4t^2+K^2}=K-\sqrt{K^2+4t^2}.
\end{equation}

Take first $V=0$, a purely on-site repulsion. The gap is then $2t$ and closes with the bond. This is a limiting case, chosen to isolate the effect of a closing gap. In a real stretched bond $V$ need not be small: two point charges $0.3$~nm apart still repel by 4.8~eV. The case of finite $V$ follows in the next section. Let $U=6$~eV, so $K=3$~eV, and let $t=4$~eV in the reactant. Suppose that $t$ has dropped to $0.5$~eV at the saddle. The RHF energy rises from $3-8=-5$ to $3-1=2$~eV, a barrier of 7~eV. The correlation energies at the saddle are
\begin{align}
E_2&=-\frac{3^2}{2\times1}=-4.50\ \text{eV},\\
E_c&=1-\sqrt{1+9}=-2.16\ \text{eV}.
\end{align}
In the reactant they are $-0.56$ and $-0.54$~eV. The barriers follow:
\begin{align}
B_{\rm MP2}&=7-4.50+0.56=3.06\ \text{eV},\\
B_{\rm exact}&=7-2.16+0.54=5.38\ \text{eV}.
\end{align}
These are 295 and 519~kJ/mol. They are the contributions of the breaking pair at fixed geometries. Any energy that is the same in both methods, such as a common core repulsion, changes both barriers equally and leaves the MP2 error of $-2.32$~eV unchanged.

\textbf{Q:} Is that saddle an extreme choice?

\textbf{A:} Here is how the failure develops as the saddle hopping is reduced, with energies in eV:

\begin{center}
\begin{tabular}{ccccc}
$t$ & gap & MP2 barrier & exact barrier & error\\
\hline
2.00 & 4.00 & 3.44 & 3.54 & $-0.11$\\
1.00 & 2.00 & 4.31 & 4.94 & $-0.63$\\
0.50 & 1.00 & 3.06 & 5.38 & $-2.32$\\
0.25 & 0.50 & $-0.94$ & 5.50 & $-6.44$
\end{tabular}
\end{center}

For $V=0$ we have $W=0$, and the relative error \eqref{relative} is $|E_c|/(2\Delta)$. In the reactant this is $0.544/16$, or about 3\% of the exact correlation energy. At $t=0.5$~eV it is $2.162/2$, or 108\%. The first-order amplitude there has magnitude 1.5, although the exact ratio $|c|$ is $2.162/3=0.72$.

\textbf{Q:} The MP2 barrier first rises and then falls. Why?

\textbf{A:} RHF makes the energy rise as the bond weakens, while the MP2 correction pulls it down. At fixed $U$ and $V$,
\begin{align}
E_{\rm MP2}&=K-2t-\frac{K^2}{4t+2V},\\
\frac{dE_{\rm MP2}}{dt}&=-2+\frac{4K^2}{(4t+2V)^2}=-2+\frac{K^2}{\Delta^2},
\end{align}
because $4t+2V=2\Delta$. The derivative vanishes at $\Delta=K/\sqrt2$. Above this gap, weakening the bond raises the MP2 energy; below it, weakening the bond lowers the energy. The turnover can be reached if $V<K/\sqrt2$, since the gap cannot fall below $V$. In the present case it lies at 2.12~eV.

The exact energy has no such turnover:
\begin{equation}
\frac{dE_{\rm exact}}{dt}=-\frac{4t}{\sqrt{K^2+4t^2}}<0 .
\end{equation}
It rises steadily as $t$ falls. If $t$ is smallest at the true saddle, the pair energy has its maximum there. If the gap is below the turnover value there but rises above it on both sides along the path, MP2 puts a dip in the same place, with a false maximum on either side. Whether the total energy of a molecule shows this dip depends on its other energy terms.

\section{A gap that stays open}

\textbf{Q:} Then I can simply check the gap. If it stays at several electronvolts, MP2 is safe?

\textbf{A:} No. In the model the gap is $2t+V$, so intersite repulsion holds it open even when the bond is gone. Twisting a bond at nearly fixed length is a situation of this kind: the overlap that produces $t$ is lost, but the distance that sets $V$ hardly changes.

Set $V=3$~eV and keep $U=6$~eV, so that $K=1.5$~eV. At a saddle with $t=0.25$~eV the gap is 3.5~eV, but
\begin{align}
E_2&=-\frac{1.5^2}{2\times3.5}=-0.32\ \text{eV},\\
E_c&=0.5-\sqrt{0.25+2.25}=-1.08\ \text{eV}.
\end{align}
MP2 recovers about 30\% of the correlation energy. Its barrier is 7.28~eV against the exact 6.56~eV, so it is now too high, by 0.72~eV. The cause is $W=-2V=-6$~eV. MP2 uses a denominator of 7~eV, whereas the energy needed to promote both electrons is $D=1$~eV.

The first-order amplitude gives no warning either. Its magnitude is 0.21, which looks harmless, yet $uu$ has a weight of 0.34 in the exact state.

\textbf{Q:} How do I know which direction the error will take?

\textbf{A:} In this model, \eqref{error} says that MP2 overcorrelates if $|E_c|>2V$. The exact correlation energy can be written
\begin{equation}
|E_c|=\sqrt{4t^2+K^2}-2t=\frac{K^2}{\sqrt{4t^2+K^2}+2t},
\end{equation}
which grows as $t$ falls and reaches $K$ at $t=0$. The condition there is $(U-V)/2>2V$, or $U>5V$. For $U=6$~eV the dividing value is $V=1.2$~eV. Three cases follow:
\begin{itemize}
\item For $V=0$, MP2 overcorrelates at every $t>0$.
\item For $0<V<U/5$, it undercorrelates a strong bond and overcorrelates a sufficiently weak one.
\item For $U/5\le V<U$, it undercorrelates at every $t>0$.
\end{itemize}
In the middle case the two errors have opposite signs if reactant and saddle lie on opposite sides of the change, and they add up in the barrier.

\textbf{Q:} What if I pull the fragments apart instead of twisting?

\textbf{A:} Then $V$ falls as well. Once $t$ is negligible, $E_2=-K^2/(2V)$. Suppose that $V=C/R$ at separation $R$, with $C$ constant, and that $t$ falls faster than this. Then
\begin{equation}
E_2\to-\frac{K^2R}{2C},\qquad K\to\frac U2,\qquad E_c\to-\frac U2 .
\end{equation}
The MP2 energy diverges in proportion to the distance, while the exact correlation energy settles to a constant that cancels the RHF error $K$. A saddle at finite distance does not reach this limit. As long as $V$ is at least $U/5$ there, MP2 still undercorrelates the pair, as in the twisted bond; overcorrelation sets in only at larger separation. For point charges $C=1.44$~eV\,nm, and $V=U/5$ is reached at $R=5C/U$. This is 1.2~nm for $U=6$~eV and 0.34~nm for the $U=21$~eV of a minimal-basis hydrogen $1s$ orbital; minimal-basis H$_2$ changes from under- to overcorrelation near 0.35~nm. The form $V=C/R$ holds only at large distance: with $U=6$~eV it would exceed $U$ below 0.24~nm. The $V=0$ table, with its barriers that are too low, therefore does not describe a bond stretched by less than this.

\section{Possible remedies}

\textbf{Q:} Would MP3, MP4 and so on repair the barrier?

\textbf{A:} Not if the gap lies well below a limit that we can compute. Multiply the perturbation by a strength $\lambda$, with $\lambda=1$ for the real system. The energy difference between $uu$ and $gg$ becomes $2\Delta+\lambda W$, and their coupling becomes $\lambda K$. The two eigenvalues are separated by
\begin{equation}
\sqrt{(2\Delta+\lambda W)^2+4\lambda^2K^2}.
\end{equation}
The power series in $\lambda$ converges up to the distance from the origin at which this root vanishes in the complex plane:
\begin{equation}
2\Delta+\lambda W=\pm2i\lambda K
\quad\Rightarrow\quad
|\lambda|=\frac{2\Delta}{\sqrt{W^2+4K^2}} .
\end{equation}
The series converges at $\lambda=1$ if this distance exceeds 1, and diverges if it is less than 1. With $W=-2V$, convergence requires
\begin{equation}
\Delta>\sqrt{K^2+V^2}.
\end{equation}
For $V=0$ and $K=3$~eV the limit is a gap of 3~eV, so three of the four saddles in the table lie in the divergent region. Just below the limit the growth sets in only at high order, and the first few orders can still reduce the error. Well below it they do not: at $t=1$~eV the error in the correlation energy is $-0.64$~eV at second order and $+0.62$~eV at fourth order. The program tested this condition for both values of $V$ by computing 200 orders on either side of the limit: the high-order terms shrink just above it and grow just below it. Convergence does not make second order accurate, however. The saddle with $V=3$~eV and $t=0.25$~eV has a gap of 3.5~eV, just above its limit of 3.35~eV, and MP2 still misses most of its correlation energy.

\textbf{Q:} Could I let the two spins occupy different orbitals?

\textbf{A:} For a weak bond, with $t$ well below $K$, that removes most of the RHF error, at a price. Put the spin-up electron in $a\cos\alpha+b\sin\alpha$ and the spin-down electron in $a\sin\alpha+b\cos\alpha$, and let $s=\sin2\alpha$. Each electron contributes $-ts$ by hopping. The probability that both are on one site is $2\sin^2\alpha\cos^2\alpha=s^2/2$, and this costs $U-V=2K$. Therefore
\begin{equation}
E(s)=Ks^2-2ts .
\end{equation}
RHF is the point $s=1$. If $t<K$, the minimum moves to $s=t/K$, and its energy, $-t^2/K$, is below RHF by $(K-t)^2/K$. For $V=0$ this begins at a gap of 6~eV, well before the MP2 turnover. The energy now goes correctly to zero as $t\to0$, but the determinant is no longer a pure singlet. For small $t$, expanding the exact root gives $E_{\rm exact}\approx-2t^2/K$, so the broken-spin determinant recovers half of the remaining binding.

\textbf{Q:} What should I do for my precursor?

\textbf{A:} Find out whether a second configuration matters at the saddle, and do not judge by the gap or the first-order amplitude alone. A small complete-active-space calculation containing the bonding and antibonding orbitals gives the weight of $uu$ directly. If that weight is substantial, start from both configurations and add the correlation of the remaining electrons afterwards, for example with multireference perturbation theory. The two-configuration energy is not itself a prediction for a molecule, because it omits those electrons. It isolates the part of the barrier that MP2 handles badly here. The numerical output gives the remaining values for both series of saddles.

\section*{Computed values}
\begin{verbatim}
U = 6.00 eV, reactant t = 4.00 eV
--- V = 0.00 eV, K = 3.00 eV ---
reactant: gap 8.00, D 16.00 eV
  E2 -0.5625, Ec -0.5440 eV
  total RHF -5.0000, MP2 -5.5625, exact -5.5440 eV
saddle t = 2.00 eV: gap 4.00, D 8.00 eV
  |amplitude| K/(2 gap) 0.375, exact uu weight 0.100
  E2 -1.1250, Ec -1.0000 eV
  barrier RHF 4.000, MP2 3.437, exact 3.544, MP2 error -0.107 eV
saddle t = 1.00 eV: gap 2.00, D 4.00 eV
  |amplitude| K/(2 gap) 0.750, exact uu weight 0.223
  E2 -2.2500, Ec -1.6056 eV
  barrier RHF 6.000, MP2 4.312, exact 4.938, MP2 error -0.626 eV
saddle t = 0.50 eV: gap 1.00, D 2.00 eV
  |amplitude| K/(2 gap) 1.500, exact uu weight 0.342
  E2 -4.5000, Ec -2.1623 eV
  barrier RHF 7.000, MP2 3.063, exact 5.382, MP2 error -2.319 eV
  in kJ/mol: MP2 295, exact 519
saddle t = 0.25 eV: gap 0.50, D 1.00 eV
  |amplitude| K/(2 gap) 3.000, exact uu weight 0.418
  E2 -9.0000, Ec -2.5414 eV
  barrier RHF 7.500, MP2 -0.937, exact 5.503, MP2 error -6.440 eV
--- V = 3.00 eV, K = 1.50 eV ---
reactant: gap 11.00, D 16.00 eV
  E2 -0.1023, Ec -0.1394 eV
  total RHF -6.5000, MP2 -6.6023, exact -6.6394 eV
saddle t = 2.00 eV: gap 7.00, D 8.00 eV
  |amplitude| K/(2 gap) 0.107, exact uu weight 0.032
  E2 -0.1607, Ec -0.2720 eV
  barrier RHF 4.000, MP2 3.942, exact 3.867, MP2 error 0.074 eV
saddle t = 1.00 eV: gap 5.00, D 4.00 eV
  |amplitude| K/(2 gap) 0.150, exact uu weight 0.100
  E2 -0.2250, Ec -0.5000 eV
  barrier RHF 6.000, MP2 5.877, exact 5.639, MP2 error 0.238 eV
saddle t = 0.50 eV: gap 4.00, D 2.00 eV
  |amplitude| K/(2 gap) 0.188, exact uu weight 0.223
  E2 -0.2812, Ec -0.8028 eV
  barrier RHF 7.000, MP2 6.821, exact 6.337, MP2 error 0.484 eV
saddle t = 0.25 eV: gap 3.50, D 1.00 eV
  |amplitude| K/(2 gap) 0.214, exact uu weight 0.342
  E2 -0.3214, Ec -1.0811 eV
  barrier RHF 7.500, MP2 7.281, exact 6.558, MP2 error 0.723 eV
--- landmarks for V = 0 ---
RHF spin instability below gap 6.00 eV
series diverges below gap 3.00 eV
MP2 energy turns over at gap 2.121 eV
--- hopping switched off, t = 0 ---
V = 3.00 eV: gap 3.00, E2 -0.3750, Ec -1.5000 eV
MP2 error changes sign at V = 1.200 eV
\end{verbatim}
